# The direction of the dipole of carbon monoxide

**Q:** Oxygen is more electronegative than carbon, so it draws electrons from carbon. The dipole of CO must then have its negative end at oxygen. I even ran a Hartree-Fock calculation with a good basis, and it agreed with me.

**A:** Your first sentence can stand. The second doesn't follow from it, and the calculation agrees with you because of an error of its own. In the real molecule near its equilibrium distance, carbon is the negative end.

**Q:** So carbon carries a negative charge after all?

**A:** Not necessarily. "Negative end of the dipole" and "negatively charged atom" are different statements. Let us fix the signs first. I use atomic units, hold the nuclei fixed, and put carbon at \(z_C=-R/2\) and oxygen at \(z_O=+R/2\). With electron number density \(n(\mathbf r)\), the dipole along the axis is

\[
\mu=\sum_A Z_A z_A-\int z\,n\,d^3r .
\]

The electrons enter with a minus sign because their charge is \(-1\). The nuclear part is \(6(-R/2)+8(R/2)=R\), so

\[
\mu=R-\int z\,n\,d^3r .
\]

The molecule is neutral, so moving the origin changes both terms of the first formula equally and leaves \(\mu\) unchanged. The dipole points from negative to positive charge. Hence \(\mu>0\) means C⁻O⁺ and \(\mu<0\) means C⁺O⁻, where the signs label the ends of the dipole, not ionic charges.

**Q:** If I know the charge on each atom, I know the dipole. Where is the gap?

**A:** The gap is the shape of the density around each atom. Divide space smoothly between the atoms with weights \(w_C(\mathbf r)+w_O(\mathbf r)=1\). Atom \(A\) then has \(N_A=\int w_A n\,d^3r\) electrons and charge \(q_A=Z_A-N_A\). Insert the weights into the electronic integral and write \(z=z_A+(z-z_A)\) in each part:

\[
\int z\,n\,d^3r=\sum_A\int w_A z\,n\,d^3r
=\sum_A\left[z_AN_A+\int w_A(z-z_A)n\,d^3r\right].
\]

Define the atomic dipole \(d_A=-\int w_A(z-z_A)n\,d^3r\). Then

\[
\mu=\sum_A(Z_A-N_A)z_A+\sum_A d_A
=-\frac R2q_C+\frac R2q_O+d_C+d_O .
\]

Neutrality gives \(q_O=-q_C\), and therefore

\[
\mu=-q_CR+d_C+d_O .
\]

Electronegativity speaks about the first term. A positive carbon makes that term negative, as you expected. But if the electrons around the nuclei are displaced towards negative \(z\), then \(d_C\) and \(d_O\) are positive. Carbon is the negative end whenever

\[
d_C+d_O>q_CR .
\]

Your argument sets both atomic dipoles to zero. That would be justified if each atom's share of the density were centred on its nucleus.

**Q:** Is there a reason to expect the density at carbon to be off centre?

**A:** Look at the highest occupied orbital, a σ orbital. I computed it with Hartree-Fock in the aug-cc-pVDZ basis at \(R=2.132\) bohr, a rounded value of the equilibrium distance. Its centroid is at \(z=-1.568\) bohr, while the carbon nucleus is at \(-1.066\) bohr. The orbital is centred 0.502 bohr beyond carbon, on the side away from oxygen. It is what chemists call the carbon lone pair.

Compare its two electrons with a pair centred on the carbon nucleus. The displacement contributes

\[
-2\,[-1.568-(-1.066)]=+1.00\ \text{a.u.}
\]

to \(\mu\). The total Hartree-Fock dipole is \(-0.102\) a.u., so everything else, with that pair placed on the carbon nucleus, contributes about \(-1.11\) a.u. The small dipole is a difference between much larger quantities. Its sign can't be guessed from one of them. The split itself depends on the choice of orbitals. If the three valence σ orbitals are localized along the axis, the pair beyond carbon contributes \(+1.56\) a.u. and a pair beyond oxygen contributes \(-1.21\) a.u., each measured from its own nucleus.

**Q:** You have just quoted a negative total. That is my answer, C⁺O⁻.

**A:** It is the Hartree-Fock answer. To see what electron correlation does, we need dipoles from correlated methods, and there is a uniform way to get them. Add a weak one-electron operator to the Hamiltonian,

\[
H(\lambda)=H+\lambda\sum_iX(i),
\]

and differentiate the energy. For a normalized exact state,

\[
\frac{dE}{d\lambda}
=\left\langle\Psi\left|\sum_iX(i)\right|\Psi\right\rangle
+E\,\frac{d}{d\lambda}\langle\Psi|\Psi\rangle .
\]

The second term collects the changes of the bra and the ket, using \(H(\lambda)\Psi=E\Psi\). It vanishes because the norm stays 1. Hartree-Fock obeys the same result for a different reason: its energy is stationary with respect to the orbitals, so their first-order change doesn't contribute. For MP2, CCSD and CCSD(T), which are not variational, the derivative is taken as the definition of the property.

With \(X=z\), the dipole is \(\mu=R-dE/d\lambda\) at \(\lambda=0\). I evaluated the derivative by the central difference

\[
\frac{dE}{d\lambda}\approx\frac{E(\lambda)-E(-\lambda)}{2\lambda},
\qquad \lambda=0.002\ \text{a.u.}
\]

Even powers of \(\lambda\) cancel in the numerator, so the leading error is of order \(\lambda^2\). The two 1s core orbitals were left uncorrelated but could adjust to the field. The dipoles in aug-cc-pVDZ are:

- Hartree-Fock: \(-0.102\) a.u., or \(-0.26\) debye
- MP2: \(+0.117\) a.u.
- CCSD: \(+0.038\) a.u.
- CCSD(T): \(+0.056\) a.u., or \(+0.14\) debye

All three correlated methods reverse the direction. They differ in size: MP2 gives about twice the CCSD(T) value, and the triple excitations in CCSD(T) supply about a third of its total. The measured dipole is roughly 0.1 debye, with carbon negative.

**Q:** Perhaps the basis is to blame, not Hartree-Fock.

**A:** In aug-cc-pVTZ with its f functions removed, Hartree-Fock gives \(-0.103\) a.u. and CCSD(T) gives \(+0.054\) a.u. The enlargement changes neither sign. The third decimal is not converged: with the f functions kept, Hartree-Fock gives \(-0.105\) a.u., and in cc-pVTZ the f functions lower the CCSD(T) dipole by about \(0.004\) a.u.

A poor basis can hide the problem, though. In the minimal basis STO-3G, Hartree-Fock gives \(+0.066\) a.u., which has the right direction. Yet full configuration interaction in that basis, with the same uncorrelated cores, gives \(+0.248\) a.u. So Hartree-Fock is still too low by 0.182 a.u. relative to the correlated answer in its own basis. The right sign there comes from a basis error that offsets the missing correlation. My statement about the wrong direction therefore concerns Hartree-Fock in a flexible basis.

**Q:** Hartree-Fock dipoles are supposed to be good to first order. Why isn't that enough?

**A:** Because "no first-order error" does not mean "small compared with this dipole". Split the Hamiltonian into the Fock operator \(F\) and the remainder \(V\), and expand the state as \(\Psi=\Phi_0+\Psi_1+\Psi_2+\cdots\), with the corrections orthogonal to the Hartree-Fock determinant \(\Phi_0\).

A singly excited determinant \(\Phi_i^a\) enters \(\Psi_1\) through

\[
\langle\Phi_i^a|V|\Phi_0\rangle
=\langle\Phi_i^a|H|\Phi_0\rangle-\langle\Phi_i^a|F|\Phi_0\rangle=0 .
\]

The first term vanishes by Brillouin's theorem, which expresses the stationarity of the Hartree-Fock energy. The second vanishes because \(\Phi_0\) is an eigenfunction of \(F\). Triple and higher excitations are absent from \(\Psi_1\) because \(H\) acts on at most two electrons at a time. So \(\Psi_1\) contains double excitations only.

Let \(M=R-\sum_i z_i\) be the dipole operator. It can change one orbital at most, so \(\langle\Phi_0|M|\Psi_1\rangle=0\), and the first-order correction to the dipole is zero. For real functions, dividing by the norm \(1+\langle\Psi_1|\Psi_1\rangle+\cdots\) gives the second-order correction

\[
\Delta\mu^{(2)}
=\langle\Psi_1|M|\Psi_1\rangle
-\mu_{\rm HF}\langle\Psi_1|\Psi_1\rangle
+2\langle\Phi_0|M|\Psi_2\rangle .
\]

Nothing makes this vanish. The last term comes from single excitations, which appear in \(\Psi_2\). The MP2 dipole quoted above is an energy derivative with self-consistent orbital response, so it isn't term for term this expression.

From Hartree-Fock to CCSD(T) the dipole changes by \(0.158\) a.u. That is modest beside the contributions of about 1 a.u. we met earlier, but larger than the Hartree-Fock total of magnitude \(0.102\) a.u. Hence the sign changes.

**Q:** Then correlation must make carbon negative.

**A:** We can ask that directly, once we choose a partition. I take Hirshfeld's. Let \(n_C^0\) and \(n_O^0\) be spherical free-atom densities placed at the two nuclei, and set

\[
w_C=\frac{n_C^0}{n_C^0+n_O^0},\qquad w_O=1-w_C .
\]

Each point is shared in the proportion in which the free atoms would contribute to it. The free-atom densities came from restricted Hartree-Fock calculations with the electrons of the open p shell spread evenly over its three orbitals. The weighted integrals were done on a numerical grid.

For Hartree-Fock, \(q_C=+0.164\), and

\[
\mu_{\rm HF}=-0.164\times2.132+0.144+0.104
=-0.350+0.248=-0.102\ \text{a.u.}
\]

For CCSD(T), I used the same energy derivative with \(X=w_C\) to get \(N_C\), and with \(X=w_C(z-z_C)\) to get \(-d_C\). The remaining \(d_O\) follows from the identity for \(\mu\). The result is \(q_C=+0.096\), \(d_C=+0.155\) a.u. and \(d_O=+0.105\) a.u.:

\[
\mu_{\rm CCSD(T)}=-0.205+0.155+0.105\approx+0.056\ \text{a.u.},
\]

where the last digit is that of the unrounded sum.

So carbon remains positively charged in this partition, and it is still the negative end of the dipole. Around carbon, the electrons are displaced away from oxygen. With these weights \(d_O\) is positive too, and it is needed: \(d_C\) alone is smaller than \(q_CR=0.205\) a.u.

The part played by oxygen depends on the weights, even within Hirshfeld's scheme. If the free atoms are spherically averaged triplet atoms from unrestricted Hartree-Fock, the Hartree-Fock density of CO gives \(q_C=+0.137\), \(d_C=+0.201\) a.u. and \(d_O=-0.010\) a.u. With a CCSD density and those atoms, \(d_C=+0.21\) a.u. alone outweighs \(q_CR=0.14\) a.u. Becke's weights, for example, divide space by the distances to the two nuclei. With equal atomic sizes, the Hartree-Fock density then gives \(q_C=+0.202\), \(d_C=+0.656\) a.u. and \(d_O=-0.327\) a.u. If the radii of carbon and oxygen are instead set in the ratio 7:6, even \(q_C\) changes sign, to \(-0.056\), while \(d_C\) stays positive at \(+0.352\) a.u. The displacement around carbon keeps its sign in all the partitions quoted so far, but it too depends on the choice: at a radius ratio of 3:2, carbon's share reaches so far into the bond that \(d_C\) turns negative, \(-0.244\) a.u.

**Q:** And which part did Hartree-Fock get wrong?

**A:** Mainly the charge transfer. Between Hartree-Fock and CCSD(T), the charge term rises by \(0.145\) a.u., \(d_C\) by \(0.011\) a.u. and \(d_O\) by \(0.001\) a.u. About 92% of the change lies in the charge term. Hartree-Fock puts too much electron density on oxygen, relative to CCSD(T).

These shares belong to the Hirshfeld partition. Other weights would give other charges and atomic dipoles, with the same total \(\mu\). The charge of an atom in a molecule depends on a choice; the molecular dipole doesn't.

**Q:** Why should correlation send electrons back to carbon?

**A:** A two-orbital model shows one way. Take orthonormal π-type atomic orbitals \(\chi_O\) and \(\chi_C\), and form

\[
\pi=\cos\theta\,\chi_O+\sin\theta\,\chi_C,\qquad
\pi^*=-\sin\theta\,\chi_O+\cos\theta\,\chi_C,
\]

with \(0<\theta<\pi/4\), so that the bonding orbital leans towards oxygen and the antibonding one towards carbon. Put two electrons of opposite spin in \(\pi\), and let correlation mix in the configuration with both in \(\pi^*\), with probability \(p\). The configurations differ in two orbitals, so a one-electron population has no cross term between them. The carbon population is

\[
N_C^{\pi}=(1-p)\,2\sin^2\theta+p\,2\cos^2\theta
=2\sin^2\theta+2p\cos2\theta .
\]

The gain \(2p\cos2\theta\) is positive: this part of the correlation moves charge towards carbon. It vanishes without correlation, \(p=0\), and for equal atoms, \(\theta=\pi/4\). The direction fits the computed fall in \(q_C\). The model is not a measure of its size, though. It leaves out single excitations from \(\pi\) to \(\pi^*\), which change the density at the same order, as we saw above, so the term kept here doesn't settle the total. In fact the singles are the larger part: in \(\Delta\mu^{(2)}\) for aug-cc-pVDZ, the terms from double excitations give \(+0.054\) a.u. and the term from single excitations gives \(+0.224\) a.u. Both move charge towards carbon. Whether the π electrons dominate the shift in CO is also left open, because I did not separate the correlated change into σ and π parts.

**Q:** Does the sign hold at every bond length?

**A:** No, for neither method. In aug-cc-pVDZ the Hartree-Fock dipole is \(+0.123\) a.u. at 1.9 bohr and \(-0.172\) a.u. at 2.2 bohr. A quartic polynomial through five calculated distances puts its zero at 2.030 bohr. The same procedure puts the Hartree-Fock energy minimum at 2.099 bohr, and a calculation there gives \(-0.069\) a.u. Using Hartree-Fock's own equilibrium distance therefore doesn't rescue its direction.

The CCSD(T) dipole falls from \(+0.056\) a.u. at 2.132 bohr to \(-0.120\) a.u. at 2.4 bohr. It passes through zero in between, and the stretched molecule has the direction you first expected.

At very large distance there is another limit. If the molecule separates into neutral atoms, each in a state of definite parity, neither atom has a dipole and \(\mu\) must return to zero. Restricted Hartree-Fock is not suited to that limit, because it keeps the electrons paired in shared orbitals and so retains ionic configurations.

**Q:** In metal carbonyls the metal usually binds to carbon. Is that because carbon is the negative end?

**A:** The dipole is a poor reason. It gives the leading potential only very far from the neutral molecule, \(\mu\cos\vartheta/r^2\), where \(\vartheta\) is measured from the direction of oxygen. On the distant carbon side \(\cos\vartheta=-1\), so a positive \(\mu\) gives a negative potential there. Closer in, the quadrupole matters more, because the dipole is so small. On the axis, 10 bohr from the bond's midpoint, the computed potential is negative beyond both ends of the molecule, in Hartree-Fock and CCSD alike. A metal–carbon bond forms at still shorter range, where the densities overlap and such far-field terms are not enough.

The highest occupied orbital is more informative. In the Hartree-Fock calculation, 86% of its density lies in carbon's Hirshfeld share, and its centroid is beyond carbon. It is well placed for donation to a metal approaching from that side. Hartree-Fock shows this even while giving the wrong dipole direction, so the two questions should be kept apart. A full account of the bond would also need the metal and the back-donation into the π* orbitals.

**Q:** How far do you trust the number \(+0.056\) a.u.?

**A:** I trust its sign more than its second digit. The calculation leaves out larger basis sets, correlation of the core electrons, excitations beyond the CCSD(T) treatment, relativity and averaging over vibration. The last matters in principle because \(\mu\) changes with \(R\). What I would replace in your original argument is its final step: oxygen can attract electrons from carbon, and the remaining electrons can still be arranged so that carbon is the negative end.
